\section*{Terrace-width variance for entropic step repulsion: surmise and exact law}

\section*{1. A fluctuation without a temperature in it}

Take a silicon surface miscut so that its steps are on average 10.0 nm apart, and let the steps wander in equilibrium at 1173 K. If they interact only by being unable to cross, the root-mean-square fluctuation of the terrace width is predicted to be 4.22 nm. Doubling the line stiffness of the steps at the same mean width leaves this number unchanged. So does changing the temperature.

Let $\ell$ be the mean terrace width and $s$ the width divided by $\ell$, so that $\langle s\rangle=1$. The prediction comes from the Wigner surmise
\begin{equation}
P(s)=\frac{32}{\pi^2}\,s^2e^{-4s^2/\pi},\qquad
\langle s^2\rangle-1=\frac{3\pi}{8}-1=0.1781 ,
\label{surmise}
\end{equation}
and $10.0\,\mathrm{nm}\times\sqrt{0.1781}=4.22$ nm. Equation (\ref{surmise}) is the gap law of two steps in a harmonic trough. For an infinite train of steps it is an approximation: the variance there is 0.1800. Both laws are derived below.

\section*{2. Steps as paths, and the transfer operator}

Let the steps run along $y$, with positions $x_1(y)<x_2(y)<\dots<x_N(y)$. For small slopes the cost of wandering is quadratic, and a configuration has the weight
\begin{equation}
\exp\Big[-\frac{1}{kT}\int dy\sum_i\frac g2\Big(\frac{dx_i}{dy}\Big)^2\Big],
\end{equation}
where $g$ is the stiffness, an energy per length. The steps all have the same sign, cannot cross and have no energetic interaction. There is no growth flux.

Over a short length $dy$, a step moving from $x'$ to $x$ has weight $\exp[-g(x-x')^2/(2kT\,dy)]$. This is a Gaussian of variance $kT\,dy/g$. Averaging a smooth function over it adds half the variance times the second derivative. With the Gaussian normalised, the partition function $Z$ of the part of the surface below $y$, with the end positions held fixed, therefore obeys
\begin{equation}
\frac{\partial Z}{\partial y}=\frac{kT}{2g}\sum_i\frac{\partial^2Z}{\partial x_i^2}
=-\frac{1}{kT}HZ,\qquad
H=-\frac{(kT)^2}{2g}\sum_i\frac{\partial^2}{\partial x_i^2}.
\end{equation}
This is a Schr\"odinger equation in imaginary time, with $kT$ in place of $\hbar$ and $g$ in place of the mass. A continuous random path that starts in contact with another crosses it at once with probability one, so non-crossing means $Z=0$ wherever $x_i=x_{i+1}$.

On a line $y=\text{const}$ far from both ends, the probability of a set of positions is the product of the partition functions of the parts below and above. Each part is dominated by the lowest eigenfunction $\psi_0$ of $H$, so the probability is proportional to $\psi_0^2$.

\section*{3. The ground state of many steps}

Put the steps on a ring of circumference $L$ and write $\theta_j=2\pi x_j/L$. I claim that
\begin{equation}
\psi_0\propto\prod_{i<j}\sin\frac{\pi(x_j-x_i)}{L}.
\label{sine}
\end{equation}
For each factor,
\begin{equation}
2i\sin\frac{\theta_j-\theta_i}{2}=e^{-i(\theta_i+\theta_j)/2}\big(e^{i\theta_j}-e^{i\theta_i}\big).
\end{equation}
In the product over pairs, each $\theta_j$ occurs in $N-1$ prefactors, and the brackets form a Vandermonde determinant. Up to a constant,
\begin{equation}
\psi_0\propto\det\big[e^{ik_mx_j}\big],\qquad
k_m=\frac{2\pi}{L}\Big(m-\frac{N-1}{2}\Big),\quad m=0,\dots,N-1.
\end{equation}
Every term of the determinant uses each $k_m$ once, so $\sum_i\partial_i^2$ multiplies every term by the same number, $-\sum_mk_m^2$. The product is thus an eigenfunction. It vanishes at contact and is positive in the allowed region. A positive eigenfunction cannot be orthogonal to the ground state, which is itself positive, so it is the ground state. It is a Slater determinant of free fermions, and neither $kT$ nor $g$ appears in it.

This can be tested on steps that live on lattice sites. Let three or four steps on a ring of 10 sites each stay or advance by one site per row, with no two on the same site. The leading eigenvector of the transfer matrix, built by listing the allowed moves, agrees with (\ref{sine}) to $4\times10^{-16}$.

\section*{4. The exact gap law of an infinite train}

Measure lengths in units of $\ell$, so that $L=N$ and the density of steps is one. With the normalised waves $\phi_m(x)=e^{ik_mx}/\sqrt N$, the probability density is $|\det\phi_m(x_j)|^2/N!$, with the $x_j$ now in any order. Let $E(s)$ be the probability that an interval $I$ of length $s$ contains no step. Integrate every $x_j$ over the region outside $I$ and expand both determinants:
\begin{align}
E(s)&=\frac1{N!}\sum_{P,Q}\mathrm{sgn}(P)\,\mathrm{sgn}(Q)\prod_j\int_{\text{outside}}\phi^*_{P(j)}\phi_{Q(j)}\,dx\nonumber\\
&=\det\Big[\delta_{mn}-\int_I\phi_m^*\phi_n\,dx\Big].
\label{void}
\end{align}
The second line holds because the summand depends only on the relative permutation of $P$ and $Q$. This cancels the $N!$ and leaves one determinant, and orthonormality turns ``outside'' into $\delta_{mn}$ minus ``inside''.

Since $\det(1-BC)=\det(1-CB)$, the same number is $\det(1-K)$, where $K$ acts on functions on $I$ with the kernel
\begin{equation}
K(x,y)=\sum_m\phi_m(x)\phi_m^*(y)=\frac{\sin\pi(x-y)}{N\sin[\pi(x-y)/N]}
\;\xrightarrow{N\to\infty}\;\frac{\sin\pi(x-y)}{\pi(x-y)} .
\end{equation}

The gap law follows from $E$. Lengthening the interval by $ds$ at its right end lowers $E$ by the probability that the interval is empty and a step lies in $ds$. So $-E'(s)$ is the density for a step at the right end with nothing inside. Lengthening at the left end in the same way shows that $E''(s)$ is the density for steps at both ends with nothing between. At unit density this is the gap law:
\begin{equation}
P(s)=E''(s).
\end{equation}
Integrating by parts, with $E(0)=1$ and all terms vanishing at large $s$,
\begin{align}
\langle s\rangle&=\big[sE'-E\big]_0^\infty=1,\\
\langle s^2\rangle&=\big[s^2E'-2sE\big]_0^\infty+2\int_0^\infty E\,ds=2\int_0^\infty E\,ds .
\end{align}
Numerical evaluation of the determinant gives $\langle s^2\rangle-1=0.179994$. Finite rings of 21 and 41 steps, computed from (\ref{void}) and extrapolated with a $1/N^2$ correction, give 0.179994 as well.

At small $s$ a third step between two close ones can be neglected, and $P$ becomes the pair density of the determinantal process:
\begin{equation}
P(s)\simeq K(0)^2-K(s)^2=1-\Big(\frac{\sin\pi s}{\pi s}\Big)^2\simeq\frac{\pi^2}{3}s^2 .
\end{equation}
The quadratic zero is the entropic repulsion: close approach is rare because few non-crossing paths pass through it.

\section*{5. The surmise: two steps in a trough}

The determinant has no elementary closed form for $P(s)$. To obtain one, keep two adjacent steps and replace all the others by a harmonic trough:
\begin{equation}
H_2=\sum_{i=1}^{2}\Big[-\frac{(kT)^2}{2g}\frac{\partial^2}{\partial x_i^2}+\frac{\kappa}{2}x_i^2\Big],\qquad \psi=0\ \text{at}\ x_1=x_2 .
\end{equation}
This replacement is the uncontrolled move. What follows it is exact. Try
\begin{equation}
\psi_0=D\,G,\qquad D=x_2-x_1,\qquad G=e^{-\alpha(x_1^2+x_2^2)/2}.
\end{equation}
Because $D$ is linear,
\begin{align}
\sum_i\partial_i^2(DG)&=D\sum_i\partial_i^2G+2\sum_i(\partial_iD)(\partial_iG)\nonumber\\
&=D\big[\alpha^2(x_1^2+x_2^2)-2\alpha\big]G-2\alpha(x_2-x_1)G\nonumber\\
&=\big[\alpha^2(x_1^2+x_2^2)-4\alpha\big]DG .
\end{align}
In $H_2\psi_0$ the quadratic terms cancel if $(kT)^2\alpha^2/g=\kappa$, that is,
\begin{equation}
\alpha=\frac{\sqrt{\kappa g}}{kT},\qquad E_0=\frac{2\alpha(kT)^2}{g}=2kT\sqrt{\kappa/g}.
\end{equation}
The function is positive for $x_1<x_2$ and is therefore the ground state.

With the centre $X=(x_1+x_2)/2$ and the gap $x=x_2-x_1$, one has $x_1^2+x_2^2=2X^2+x^2/2$. Thus $\psi_0^2=x^2e^{-2\alpha X^2}e^{-\alpha x^2/2}$. Integration over $X$ gives a constant, and the gap density is proportional to $x^2e^{-\alpha x^2/2}$. In terms of $s=x/\ell$ it is $s^2e^{-bs^2}$ with $b=\alpha\ell^2/2$. The integrals $I_n=\int_0^\infty s^ne^{-bs^2}ds$ needed are
\begin{equation}
I_2=\frac{\sqrt\pi}{4b^{3/2}},\qquad I_3=\frac1{2b^2},\qquad I_4=\frac{3\sqrt\pi}{8b^{5/2}} .
\end{equation}
The trough stiffness is not known in advance. It is fixed by requiring the correct mean width:
\begin{equation}
1=\frac{I_3}{I_2}=\frac{2}{\sqrt{\pi b}}\quad\Rightarrow\quad b=\frac4\pi,\qquad \alpha=\frac{8}{\pi\ell^2}.
\end{equation}
The prefactor is $1/I_2=4b^{3/2}/\sqrt\pi=32/\pi^2$, and
\begin{equation}
\langle s^2\rangle=\frac{I_4}{I_2}=\frac{3}{2b}=\frac{3\pi}{8},
\end{equation}
which proves (\ref{surmise}). Temperature and stiffness have dropped out because $\kappa$ adjusts to them at fixed $\ell$:
\begin{equation}
\kappa=\frac{(\alpha kT)^2}{g}=\frac{64\,(kT)^2}{\pi^2g\,\ell^4}.
\end{equation}

A direct diagonalization of $H_2$ on a grid, in units $kT=g=\kappa=1$ and with grid spacing 0.1, gives $E_0=1.998$ against 2, a mean gap of 1.594 against $\sqrt{8/\pi}=1.596$, and a normalised variance of 0.1782 against 0.1781.

\section*{6. How good the surmise is}

The surmise variance is 1.05\% below that of the infinite train. At contact its coefficient is $32/\pi^2=3.242$, against $\pi^2/3=3.290$. For $s$ between 0.05 and 3, sampled in steps of 0.05, the two densities differ by at most 0.0052. This occurs at $s=1.10$, where the surmise is the higher and $P$ is about 0.84.

How many width measurements would reveal the difference in variance? If the mean is known, the average of $(s-1)^2$ over $n$ independent widths has a squared standard error of $[\langle(s-1)^4\rangle-\langle(s-1)^2\rangle^2]/n$. Setting this equal to the square of $0.1800-0.1781$ gives $n\approx19\,000$ for a separation of one standard error.

\section*{7. Comparison: frozen neighbours}

A cruder model lets one step wander between two straight, immobile neighbours $2\ell$ apart. The ground state of a particle in a box gives $P(s)=\sin^2(\pi s/2)$ on $0<s<2$. With $u=s-1$ this is $(1+\cos\pi u)/2$, and
\begin{equation}
\langle u^2\rangle=\frac12\int_{-1}^{1}u^2du+\frac12\int_{-1}^{1}u^2\cos\pi u\,du
=\frac13-\frac{2}{\pi^2}=0.1307 .
\end{equation}
The second integral follows from two integrations by parts, which give $\int_{-1}^1u^2\cos\pi u\,du=-4/\pi^2$. At the same mean width, the surmise variance is larger by a factor $0.1781/0.1307=1.36$. The frozen model holds the combined width of two adjacent terraces at exactly $2\ell$, whereas in a long train this sum fluctuates. Mobility of both edges is not enough by itself: two mobile steps on a ring of circumference $2\ell$ have, by (\ref{sine}), the same gap density $\sin^2(\pi s/2)$.

\section*{8. Adding an energetic repulsion}

Steps on a crystal also repel elastically, with an energy per length $A/x^2$. In the two-step model the centre separates off as before. Since $\partial_1^2+\partial_2^2=\tfrac12\partial_X^2+2\partial_x^2$, the gap part, multiplied by $g/(kT)^2$, is
\begin{equation}
-u''+\Big(\frac{\tilde A}{x^2}+\frac{\alpha^2x^2}{4}\Big)u=\varepsilon u,\qquad
\tilde A=\frac{Ag}{(kT)^2}.
\end{equation}
Try $u=x^\lambda e^{-\alpha x^2/4}$. Then $u'/u=\lambda/x-\alpha x/2$, and
\begin{equation}
\frac{u''}{u}=\Big(\frac{u'}{u}\Big)'+\Big(\frac{u'}{u}\Big)^2
=\frac{\lambda(\lambda-1)}{x^2}-\alpha\Big(\lambda+\frac12\Big)+\frac{\alpha^2x^2}{4}.
\end{equation}
Hence $\lambda(\lambda-1)=\tilde A$. The root that vanishes at contact gives a gap density $u^2\propto x^\beta e^{-\alpha x^2/2}$ with
\begin{equation}
\beta=2\lambda=1+\sqrt{1+4\tilde A}.
\end{equation}
Using $I_n=\Gamma(\tfrac{n+1}2)/(2b^{(n+1)/2})$ and unit mean,
\begin{equation}
b=\left[\frac{\Gamma(\beta/2+1)}{\Gamma((\beta+1)/2)}\right]^2,\qquad
\langle s^2\rangle-1=\frac{\beta+1}{2b}-1 .
\label{general}
\end{equation}
For $A=0$ this gives $\beta=2$, $b=4/\pi$ and the entropic result. For strong repulsion put $z=(\beta+1)/2$. The large-$z$ form $[\Gamma(z+\tfrac12)/\Gamma(z)]^2\simeq z-\tfrac14$ gives a variance $z/(z-\tfrac14)-1\simeq1/(4z)\simeq1/(2\beta)$, so the terraces approach equal widths. The purely entropic law requires $Ag\ll(kT)^2$.

\section*{9. Numbers for vicinal Si(111)}

The inputs are rough typical values: $T=1173$ K, hence $kT=0.1011$ eV; $g=0.30$ eV/nm; steps one bilayer high, 0.314 nm; and, for steps along $\langle1\bar10\rangle$, an atomic row spacing of 0.333 nm across the step and a period of 0.384 nm along it. A mean width of 10.0 nm corresponds to a miscut of $\arctan(0.314/10.0)=1.80^\circ$.

A free step wanders by $\ell$ over the length at which $kT\,y/g=\ell^2$:
\begin{equation}
y_c=\frac{g\ell^2}{kT}=\frac{0.30\times100}{0.1011}\ \mathrm{nm}=297\ \mathrm{nm}.
\end{equation}
Steps must be much longer than this for the gap laws above to apply. The typical slope on this scale is $\ell/y_c=0.034$, so the small-slope assumption is safe there. The effective trough has $\kappa=2.2\times10^{-5}$ eV/nm$^3$. The rms width fluctuation is 4.22 nm from the surmise and 4.24 nm from the exact free-fermion law.

\paragraph{Atomic rows.} Free fermions on lattice sites, at 30 rows per terrace, have a variance of 0.179994, the same as the continuum to the digits computed. The rule for steps in contact matters more. Consider three steps on a ring that may each move by $-1$, 0 or $+1$ site per row, with relative weights $w$, 1, $w$. For $w=1$ and 30 rows per terrace, the variance is 1.4\% above the continuum value for the same ring. At 15 rows the excess is 2.9\%. It doubles when the width halves, as a contact correction of fixed length would. With few kinks, $w=0.05$, it is 0.16\% at 30 rows. The example wanders more per row than the model with $w=1$. Its mean-square displacement over one period along the step is $(kT/g)\times0.384\ \mathrm{nm}=0.129$ nm$^2$, about 1.2 squared row spacings, while $w=1$ gives two thirds of one. Kinks longer than one site, which this model excludes, also affect the correction, so 1.4\% is not an estimate for the example. It does show that the contact rule can matter as much as the 1.05\% difference between the surmise and the exact law.

\paragraph{The real surface.} Of the neglected effects sized here, elastic repulsion is the largest for Si(111). With a rough $A=0.04$ eV\,nm,
\begin{equation}
\tilde A=\frac{0.04\times0.30}{(0.1011)^2}=1.174,\qquad \beta=1+\sqrt{1+4\times1.174}=3.39 .
\end{equation}
Equation (\ref{general}) then gives a variance of 0.120, which is 33\% below the entropic value, and an rms fluctuation of 3.46 nm instead of 4.22 nm. Diagonalizing the gap equation numerically also gives 0.120. At the same temperature, stiffness and mean width, $A=0.00625$ eV\,nm is already enough to lower the variance by 10\%, and this is about a sixth of the value assumed. The entropic figure is therefore a reference for this surface and not a prediction. In equilibrium, with long steps, a known stiffness and no energetic interaction other than $A/x^2$, a measured variance well below 0.18 gives an estimate of $A$ through (\ref{general}). That equation is a two-step law. Its offset from the variance of a train, 0.002 at $A=0$, shifts the inferred $A$ by several $10^{-4}$ eV\,nm when the repulsion is weak. A growth flux during deposition, sublimation at this temperature, and electromigration on samples heated by a direct current, which can bunch the steps, can each change the widths. These effects lie outside this model and have not been sized here.

The complete numerical output follows these notes.

\section*{Numbers as computed}
\begin{verbatim}
Surmise: norm 1.00000000, mean 1.00000000
Surmise variance, quadrature: 0.178097
3 pi/8 - 1: 0.178097
Two steps in trough, diagonalized: variance 0.17816
  energy 1.9981 (formula 2), mean gap 1.5944
  mean gap from formula sqrt(8/pi): 1.5958
Lattice walkers, largest error of sine product: 4.2e-16
Infinite train, exact free-fermion variance: 0.179994
  extrapolated from rings of 21 and 41 steps: 0.179994
  surmise relative to it: -1.05 %
Ring of 3 steps: void determinant 0.158041
  direct gap sum 0.158041
P/s^2 at s = 0.05, exact law: 3.2791
  contact limits: exact 3.2899, surmise 3.2423
Largest exact-minus-surmise density: -0.0052 at s = 1.10
Frozen neighbours: variance 0.13069
Example: vicinal Si(111), rough typical inputs
  temperature 1173 K, kT = 0.1011 eV
  mean terrace width 10.0 nm, stiffness 0.30 eV/nm
  step height 0.314 nm, row spacing 0.333 nm
  miscut 1.80 degrees
  rms width fluctuation, surmise: 4.220 nm
  rms width fluctuation, exact: 4.243 nm
  collision length along step: 297 nm
  slope, width/collision length: 0.0337
  trough stiffness kappa: 2.209e-05 eV/nm^3
Neglected effects for the example
  elastic A = 0.040 eV nm: A_red 1.174, beta 3.387
  variance with elastic repulsion: 0.1197
    by diagonalization: 0.1197
    change from entropic value: -32.8 %
    rms width fluctuation: 3.459 nm
  A that lowers the variance by 10 %: 0.00625 eV nm
  lattice fermions at this width: variance 0.179994
  contact rule, 3 steps, width 30 rows, w = 1: 1.42 %
    same, width 15 rows, w = 1: 2.86 %
    same, width 30 rows, w = 0.05: 0.155 %
Independent widths to tell surmise from exact (1 sigma): 18589
\end{verbatim}
